**Majorana bilinears and transition moments in a finite Fock space**

For anticommuting fields with $\psi^c=C\bar\psi^T$, the program tests $\overline{\psi^c}\Gamma\chi^c=\eta_\Gamma\bar\chi\Gamma\psi$, where $C\Gamma^TC^{-1}=\eta_\Gamma\Gamma$ and $\Gamma$ is a Dirac matrix. The fields are explicit operator matrices built from fermion modes. The program asserts that normal-ordered vector and tensor bilinears of one Majorana field vanish, while scalar, pseudoscalar and axial ones do not. It also asserts the one-particle matrix elements, the vanishing convective current and the construction of a Dirac field from two Majorana fields of equal mass. The output shows agreement to rounding error for the flip identities and matrix elements. For two Majorana fermions at rest with masses 1 and 1.08 and a transition coupling $\mu B=0.03$, in units of the lighter mass, diagonalization gives doubly degenerate levels at 0.99 and 1.09. With equal masses the levels split by $2\mu B=0.06$, as for a Dirac particle.

## Check in Python

```python
"""Majorana flip identities and the electromagnetic moments of Majorana fermions.

Result under test: for anticommuting fields and psi^c = C psibar^T,
    bar(psi^c) G chi^c = eta chibar G psi,   C G^T C^-1 = eta G,
with eta = +1 for 1, g5, g^mu g5 and eta = -1 for g^mu, sigma^munu, sigma^munu g5.
For one Majorana field the eta = -1 bilinears are c-numbers, which normal ordering
removes, so charge and diagonal dipole moments vanish.
Symbols: g = Dirac matrices, metric (+,-,-,-), hbar = c = 1, masses in units of m1;
b = annihilation operators of a finite Fock space; u, v = mode spinors with u^dag u = 1.
Fields are explicit operator matrices; anticommutation comes from those matrices.
"""
import numpy as np
from scipy.linalg import null_space

pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
one4 = np.eye(4, dtype=complex)
g = [np.diag([1, 1, -1, -1]).astype(complex)]
g += [np.kron(np.array([[0, 1], [-1, 0]]), s) for s in pauli]
g5 = 1j * g[0] @ g[1] @ g[2] @ g[3]
metric = np.diag([1.0, -1.0, -1.0, -1.0])
C = 1j * g[2] @ g[0]
C_inv = np.linalg.inv(C)


def sigma(m, n):
    return 0.5j * (g[m] @ g[n] - g[n] @ g[m])


pairs = [(m, n) for m in range(4) for n in range(m + 1, 4)]
classes = {
    "scalar": [one4],
    "pseudoscalar": [g5],
    "axial": [x @ g5 for x in g],
    "vector": g,
    "tensor": [sigma(m, n) for m, n in pairs],
    "tensor*g5": [sigma(m, n) @ g5 for m, n in pairs],
}


def annihilators(n):
    """Jordan-Wigner matrices; basis vector 0 is the empty state."""
    lower = np.array([[0, 1], [0, 0]], complex)
    result = []
    for k in range(n):
        op = np.eye(1, dtype=complex)
        for j in range(n):
            factor = pauli[2] if j < k else (lower if j == k else np.eye(2))
            op = np.kron(op, factor)
        result.append(op)
    return result


def majorana_field(mass, momenta, x, b, derivative=None):
    """Field operator (4, D, D) and particle spinors with their phases as columns."""
    dim = b[0].shape[0]
    psi = np.zeros((4, dim, dim), complex)
    columns = []
    for k, p3 in enumerate(momenta):
        p3 = np.array(p3, float)
        energy = np.sqrt(mass**2 + p3 @ p3)
        p = np.array([energy, *p3])
        slash = sum(metric[m, m] * p[m] * g[m] for m in range(4))
        phase = np.exp(-1j * (p @ metric @ x))
        for s in range(2):
            u = (slash + mass * one4)[:, s] / np.sqrt(2 * energy * (energy + mass))
            v = C @ (u.conj() @ g[0])
            assert np.allclose(slash @ u, mass * u)
            assert np.allclose(slash @ v, -mass * v)
            factor = 1 if derivative is None else -1j * p[derivative]
            op = b[2 * k + s]
            psi += (factor * phase * u)[:, None, None] * op
            psi += np.conj(factor * phase) * v[:, None, None] * op.conj().T
            columns.append(u * phase)
    return psi, np.array(columns).T


def bar(psi):
    return np.einsum("cij,ca->aij", psi.conj().transpose(0, 2, 1), g[0])


def conjugate(psi):
    return np.tensordot(C, bar(psi), axes=1)


def bilinear(left, G, right):
    return (bar(left) @ np.tensordot(G, right, axes=1)).sum(axis=0)


def ordered(op):
    """Remove the vacuum expectation value."""
    return op - op[0, 0] * np.eye(op.shape[0])


def particle_states(b):
    return np.array([op.conj().T[:, 0] for op in b]).T


# Charge-conjugation matrix: uniqueness and symmetry
equations = np.vstack([np.kron(x, one4) + np.kron(one4, x) for x in g])
solutions = null_space(equations)
assert solutions.shape[1] == 1
assert np.isclose(abs(np.vdot(solutions[:, 0], C.ravel() / 2)), 1)
C_found = solutions[:, 0].reshape(4, 4)
assert np.allclose(C_found.T, -C_found)
assert np.allclose(C @ C.conj().T, one4)

# Signs eta obtained from the matrices
eta = {}
for name, matrices in classes.items():
    signs = []
    for G in matrices:
        flipped = C @ G.T @ C_inv
        sign = np.trace(np.linalg.inv(G) @ flipped).real / 4
        assert np.allclose(flipped, sign * G)
        signs.append(sign)
    assert np.allclose(signs, signs[0])
    eta[name] = int(round(signs[0]))
sixteen = [G for n in list(classes)[:5] for G in classes[n]]
n_anti = sum(np.allclose((G @ C).T, -(G @ C)) for G in sixteen)
n_sym = sum(np.allclose((G @ C).T, G @ C) for G in sixteen)
assert (n_anti, n_sym) == (6, 10)

# Flip identity for two independent fields that are not self-conjugate
x_point = np.array([0.3, 0.2, -0.4, 0.5])
b8 = annihilators(8)
p_list = [(0.3, -0.2, 0.5), (-0.4, 0.1, 0.7), (0.2, 0.6, -0.1), (0.5, 0.3, 0.2)]
parts = [majorana_field(1 + 0.2 * k, [p_list[k]], x_point, b8[2 * k:2 * k + 2])[0]
         for k in range(4)]
psi, chi = parts[0] + 1j * parts[1], parts[2] + 1j * parts[3]
psi_c, chi_c = conjugate(psi), conjugate(chi)
assert np.abs(psi_c - psi).max() > 0.1
flip_error = 0.0
for name, matrices in classes.items():
    for G in matrices:
        direct = bilinear(psi_c, G, chi_c)
        assert np.abs(direct).max() > 1e-3
        error = np.abs(direct - eta[name] * bilinear(chi, G, psi)).max()
        flip_error = max(flip_error, error)
assert flip_error < 1e-12

# One Majorana field with two momenta: operators and particle matrix elements
b4 = annihilators(4)
states = particle_states(b4)
field, U = majorana_field(1.0, p_list[:2], x_point, b4)
assert np.allclose(conjugate(field), field)
sizes = {}
element_error = 0.0
for name, matrices in classes.items():
    sizes[name] = 0.0
    for G in matrices:
        op = ordered(bilinear(field, G, field))
        sizes[name] = max(sizes[name], np.abs(op).max())
        block = states.conj().T @ op @ states
        expected = (1 + eta[name]) * (U.conj().T @ g[0] @ G @ U)
        element_error = max(element_error, np.abs(block - expected).max())
    assert (sizes[name] < 1e-12) if eta[name] < 0 else (sizes[name] > 0.1)
assert element_error < 1e-12
density = bilinear(field, g[0], field)
density_constant = density[0, 0].real
assert np.allclose(density, density_constant * np.eye(16))
assert density_constant > 1


def compare_elements(G):
    op = ordered(bilinear(field, G, field))
    majorana = abs(states[:, 2].conj() @ op @ states[:, 0])
    dirac = abs(U[:, 2].conj() @ g[0] @ G @ U[:, 0])
    return majorana, dirac


tensor_pair = compare_elements(sigma(1, 2))
axial_pair = compare_elements(g[3] @ g5)

# Convective bilinear and, for contrast, the total derivative of the scalar
convective_size, total_size = 0.0, 0.0
for m in range(4):
    d_field = majorana_field(1.0, p_list[:2], x_point, b4, derivative=m)[0]
    right = bilinear(field, one4, d_field)
    left = bilinear(d_field, one4, field)
    convective_size = max(convective_size, np.abs(ordered(right - left)).max())
    total_size = max(total_size, np.abs(ordered(right + left)).max())
assert convective_size < 1e-12 and total_size > 0.01

# Commuting spinors obey the opposite rule
rng = np.random.default_rng(4)
z = rng.normal(size=4) + 1j * rng.normal(size=4)
z = z + C @ (z.conj() @ g[0])
z /= np.linalg.norm(z)
commuting_vector = (z.conj() @ g[0] @ g[0] @ z).real
commuting_scalar = abs(z.conj() @ g[0] @ z)
assert commuting_vector > 0.9 and commuting_scalar < 1e-12

# Dipole matrices in terms of electric and magnetic fields
E_vec, B_vec = np.array([0.3, -0.7, 0.2]), np.array([0.5, 0.4, -0.6])
F = np.zeros((4, 4))
F[0, 1:], F[1:, 0] = E_vec, -E_vec
F[1, 2], F[2, 3], F[3, 1] = -B_vec[2], -B_vec[0], -B_vec[1]
F[2, 1], F[3, 2], F[1, 3] = B_vec[2], B_vec[0], B_vec[1]
dipole = 0.5 * sum(F[m, n] * sigma(m, n) for m in range(4) for n in range(4))
Sigma = [np.kron(np.eye(2), s) for s in pauli]
alpha = [g[0] @ g[k] for k in (1, 2, 3)]


def dot(matrices, vector):
    return sum(c * M for c, M in zip(vector, matrices))


assert np.allclose(dipole, 1j * dot(alpha, E_vec) - dot(Sigma, B_vec))
assert np.allclose(1j * dipole @ g5, -dot(Sigma, E_vec) - 1j * dot(alpha, B_vec))

# A Dirac field as two Majorana fields of equal mass
f1 = majorana_field(1.0, [p_list[0]], x_point, b4[:2])[0]
f2 = majorana_field(1.0, [p_list[0]], x_point, b4[2:])[0]
dirac_field = (f1 + 1j * f2) / np.sqrt(2)
for name in ("vector", "tensor", "tensor*g5"):
    for G in classes[name]:
        lhs = ordered(bilinear(dirac_field, G, dirac_field))
        assert np.allclose(lhs, 1j * bilinear(f1, G, f2), atol=1e-12)
for G in classes["tensor"]:
    transition = 1j * bilinear(f1, G, f2)
    assert np.allclose(transition, transition.conj().T)

# Two Majorana fermions at rest in a uniform magnetic field along z
origin = np.zeros(4)
r1 = majorana_field(1.0, [(0, 0, 0)], origin, b4[:2])[0]
r2 = majorana_field(1.08, [(0, 0, 0)], origin, b4[2:])[0]
charge = states.conj().T @ (1j * bilinear(r1, g[0], r2)) @ states
charges = np.linalg.eigvalsh(charge)
assert np.allclose(charges, [-1, -1, 1, 1])
mass_1 = bilinear(r1, one4, r1) / 2
mass_2 = bilinear(r2, one4, r2) / 2
magnetic = -1j * bilinear(r1, Sigma[2], r2)
assert np.abs(magnetic[:, 0]).max() < 1e-12


def levels(m1, m2, muB):
    H = ordered(m1 * mass_1 + m2 * mass_2 + muB * magnetic)
    block = states.conj().T @ H @ states
    assert np.allclose(H @ states, states @ block)
    return np.linalg.eigvalsh(block)


m1, m2, muB = 1.0, 1.08, 0.03
mean, half_gap = (m1 + m2) / 2, (m2 - m1) / 2
energies = levels(m1, m2, muB)
root = np.hypot(half_gap, muB)
assert np.allclose(energies, [mean - root] * 2 + [mean + root] * 2)
step = 1e-5
induced = -(levels(m1, m2, muB + step)[0] - levels(m1, m2, muB - step)[0]) / (2 * step)
assert np.isclose(induced, muB / root, atol=1e-7)
weak = 0.003
weak_shift = levels(m1, m2, weak)[0] - m1
weak_estimate = -weak**2 / (m2 - m1)
assert abs(weak_shift / weak_estimate - 1) < 0.01
dirac_levels = levels(m1, m1, muB)
dirac_splitting = dirac_levels[-1] - dirac_levels[0]
assert np.isclose(dirac_splitting, 2 * muB)
diagonal_shift = np.abs(ordered(bilinear(r1, Sigma[2], r1))).max()
assert diagonal_shift < 1e-12

print("Flip signs and largest ordered one-field operator entry (dimensionless):")
for name in classes:
    print(f"  {name:13s} eta = {eta[name]:+d}   size = {sizes[name]:.4f}")
print(f"Antisymmetric / symmetric matrices G C (count): {n_anti} / {n_sym}")
print(f"Largest flip-identity error (dimensionless): {flip_error:.1e}")
print(f"Largest particle-element error (dimensionless): {element_error:.1e}")
print("Matrix-element test: mass = 1 m1, spin label up to up")
print(f"  initial momentum (m1): {p_list[0]}")
print(f"  final momentum (m1): {p_list[1]}")
print(f"  |sigma12|, Majorana / Dirac (dimensionless): "
      f"{tensor_pair[0]:.4f} / {tensor_pair[1]:.4f}")
print(f"  |g3 g5|, Majorana / Dirac (dimensionless): "
      f"{axial_pair[0]:.4f} / {axial_pair[1]:.4f}")
print(f"Unordered density constant, four modes (dimensionless): {density_constant:.4f}")
print(f"Convective bilinear size (m1): {convective_size:.1e}")
print(f"Total-derivative scalar size (m1): {total_size:.4f}")
print(f"Commuting spinor: vector time component (dimensionless): {commuting_vector:.4f}")
print(f"Commuting spinor: scalar (dimensionless): {commuting_scalar:.1e}")
print("Charges of degenerate pair (unit charge):", np.round(charges, 6))
print(f"Masses m1, m2 (m1): {m1:.2f}, {m2:.2f}")
print(f"Transition coupling mu B (m1): {muB:.3f}")
print(f"Mean mass, half mass gap (m1): {mean:.3f}, {half_gap:.3f}")
print(f"Square root in level formula (m1): {root:.4f}")
print("Four one-particle energies (m1):", np.round(energies, 6))
print(f"Induced moment of lower level (mu): {induced:.4f}")
print(f"Weak coupling mu B (m1): {weak:.3f}")
print(f"Weak-field lower shift, diagonalized (m1): {weak_shift:.4e}")
print(f"Weak-field lower shift, quadratic estimate (m1): {weak_estimate:.4e}")
print(f"Equal-mass Dirac splitting (m1): {dirac_splitting:.4f}")
print(f"Diagonal magnetic operator size (dimensionless): {diagonal_shift:.1e}")
print("checks complete")
```

Running it gives:

```
Flip signs and largest ordered one-field operator entry (dimensionless):
  scalar        eta = +1   size = 6.5096
  pseudoscalar  eta = +1   size = 1.7369
  axial         eta = +1   size = 3.7829
  vector        eta = -1   size = 0.0000
  tensor        eta = -1   size = 0.0000
  tensor*g5     eta = -1   size = 0.0000
Antisymmetric / symmetric matrices G C (count): 6 / 10
Largest flip-identity error (dimensionless): 1.2e-16
Largest particle-element error (dimensionless): 6.7e-16
Matrix-element test: mass = 1 m1, spin label up to up
  initial momentum (m1): (0.3, -0.2, 0.5)
  final momentum (m1): (-0.4, 0.1, 0.7)
  |sigma12|, Majorana / Dirac (dimensionless): 0.0000 / 0.8174
  |g3 g5|, Majorana / Dirac (dimensionless): 1.9919 / 0.9960
Unordered density constant, four modes (dimensionless): 4.0000
Convective bilinear size (m1): 1.8e-15
Total-derivative scalar size (m1): 1.5226
Commuting spinor: vector time component (dimensionless): 1.0000
Commuting spinor: scalar (dimensionless): 1.0e-17
Charges of degenerate pair (unit charge): [-1. -1.  1.  1.]
Masses m1, m2 (m1): 1.00, 1.08
Transition coupling mu B (m1): 0.030
Mean mass, half mass gap (m1): 1.040, 0.040
Square root in level formula (m1): 0.0500
Four one-particle energies (m1): [0.99 0.99 1.09 1.09]
Induced moment of lower level (mu): 0.6000
Weak coupling mu B (m1): 0.003
Weak-field lower shift, diagonalized (m1): -1.1234e-04
Weak-field lower shift, quadratic estimate (m1): -1.1250e-04
Equal-mass Dirac splitting (m1): 0.0600
Diagonal magnetic operator size (dimensionless): 0.0e+00
checks complete
```
